# Symmetry numbers and the statistical factor for losing one carbonyl

A metal hexacarbonyl loses one ligand in the gas phase,

$$\mathrm{M(CO)_6 \rightleftharpoons M(CO)_5 + CO}.$$

The reactant is a regular octahedron and the product a square pyramid. All M–C–O units are linear, and all carbonyls are the same isotopic species, with spin-zero C and O nuclei. Treat each molecule as a rigid rotor whose vibrations are separable, in a non-degenerate electronic state. The algebra is in atomic units ($\hbar=1$), and temperature enters as the energy $kT$.

## Part (a): counting rotations

**Question.** The symmetry number $\sigma$ is the number of proper rotations, including the identity, that carry a nuclear framework onto itself. Find it for the three molecules.

**Answer.** The rotations of the octahedron are

- the identity: 1;
- turns by $\pm 120^\circ$ about the four axes through opposite faces: 8;
- turns by $\pm 90^\circ$ about the three ligand axes: 6;
- half-turns about the same three axes: 3;
- half-turns about the six axes through midpoints of opposite edges: 6.

Hence $\sigma_6=1+8+6+3+6=24$. The pyramid keeps the turns by $0^\circ$, $\pm90^\circ$ and $180^\circ$ about its axis, so $\sigma_5=4$. In the linear molecule CO, turns about the molecular axis move no nucleus, so they are counted together with the identity as one. An end-over-end half-turn would exchange C with O, which are different nuclei, so $\sigma_{\rm CO}=1$. Reflections are not counted, because a rigid molecule cannot perform them by turning.

## Part (b): why the partition function is divided by $\sigma$

**Question.** Starting from the symmetry of the wavefunction under exchange of identical nuclei, find the high-temperature rotational partition functions $q_6$, $q_5$ and $q_{\rm CO}$.

**Answer.** Spin-zero nuclei are bosons, so the wavefunction must be unchanged when identical nuclei are permuted. A permutation that a proper rotation can produce acts on the rotational state as that rotation. In a totally symmetric vibronic state, the permitted rotational states are therefore those invariant under the rotation group.

*Octahedron.* The levels are $B_6J(J+1)$, with $B_6=1/(2I_6)$. Each $J$ has $2J+1$ orientations in space and $2J+1$ body-fixed states, labelled by the projection $K=-J,\dots,J$. The average over the 24 rotations projects onto the invariant body-fixed states, and the trace of this projector counts them:

$$n_J=\frac1{24}\sum_g\chi_J(\theta_g),\qquad
\chi_J(\theta)=\sum_{K=-J}^{J}e^{iK\theta}=\frac{\sin[(2J+1)\theta/2]}{\sin(\theta/2)} .$$

The identity contributes $\chi_J(0)=2J+1$, which grows with $J$. For any other rotation $|\chi_J|\le 1/|\sin(\theta/2)|\le\sqrt2$, the largest bound belonging to $\theta=90^\circ$. Relative to the identity term, each of the others thus contributes to the partition function at most

$$\frac{\sqrt2\sum_J(2J+1)e^{-B_6J(J+1)/kT}}{\sum_J(2J+1)^2e^{-B_6J(J+1)/kT}}
\simeq\sqrt{\frac2\pi}\left(\frac{B_6}{kT}\right)^{1/2},$$

which vanishes at high temperature. The identity term remains, and its sum becomes an integral:

$$q_6\simeq\frac1{24}\int_0^\infty 4J^2e^{-B_6J^2/kT}\,dJ
=\frac{\sqrt\pi}{24}\left(\frac{kT}{B_6}\right)^{3/2}.$$

*Pyramid.* The levels are $B_5J(J+1)+(C_5-B_5)K^2$, where $C_5$ belongs to rotation about the symmetry axis. A quarter-turn about that axis multiplies the state by a phase $e^{\pm iK\pi/2}$. This equals 1 only if $K$ is a multiple of 4, so the other values of $K$ are excluded. For fixed $K$, the sum over $J\ge|K|$ is

$$\sum_{J\ge|K|}(2J+1)e^{-B_5J(J+1)/kT}\simeq\int_{|K|}^\infty 2J\,e^{-B_5J^2/kT}dJ=\frac{kT}{B_5}e^{-B_5K^2/kT}.$$

Multiplying by $e^{-(C_5-B_5)K^2/kT}$ leaves $e^{-C_5K^2/kT}$, which changes little over four units of $K$ when $kT\gg C_5$. A sum over every fourth $K$ is then one quarter of the integral:

$$q_5\simeq\frac{kT}{B_5}\,\frac14\int_{-\infty}^{\infty}e^{-C_5K^2/kT}dK
=\frac{\sqrt\pi}{4}\,\frac{(kT)^{3/2}}{B_5\sqrt{C_5}} .$$

*CO.* No level is excluded, so $q_{\rm CO}=\sum_J(2J+1)e^{-B_{\rm CO}J(J+1)/kT}\simeq kT/B_{\rm CO}$.

In each case $q\simeq q^{\rm all}/\sigma$, where $q^{\rm all}$ is the sum without the exchange restriction.

At ordinary temperatures other vibrational states are populated too. For a $d$-fold degenerate vibrational level with characters $\chi_v(g)$, the count becomes $\sigma^{-1}\sum_g\chi_v(g)^*\chi_J(\theta_g)$. Its identity term is $d(2J+1)/\sigma$, and the other terms stay bounded as $J$ grows. Different vibrational levels select different rotational states, but the high-temperature divisor is the same.

## Part (c): the equilibrium constant

**Question.** By what factor do the symmetry numbers change the equilibrium constant? What does this do to the reaction free energy and entropy?

**Answer.** The equilibrium constant is proportional to $q_5q_{\rm CO}/q_6$. Its translational, vibrational and energy factors contain no symmetry numbers. Let $K_1$ be the constant computed with every $\sigma$ set to 1. Inserting $q=q^{\rm all}/\sigma$ gives

$$K_{\rm eq}=S\,K_1,\qquad S=\frac{\sigma_6}{\sigma_5\,\sigma_{\rm CO}}=\frac{24}{4\times1}=6 .$$

The reactant's symmetry number stands in the numerator because its partition function is in the denominator. From $\Delta G^\circ=-kT\ln K_{\rm eq}$ per molecule, the shifts are

$$\delta(\Delta G^\circ)=-kT\ln6,\qquad \delta(\Delta S^\circ)=k\ln6 .$$

Since $S$ does not depend on temperature in this regime, the reaction enthalpy is unchanged. The factor favours dissociation.

## Part (d): is it the number of ligands?

**Question.** Explain why $S$ equals the number of carbonyls that can leave. Would this remain true if the product were a trigonal bipyramid?

**Answer.** Choose one ligand site of the octahedron. Four rotations leave it in place: the turns about its own axis. Let $g$ be a rotation that carries it to another given site. Every rotation doing the same has the form $gh$, where $h$ is one of those four, so exactly four rotations lead to each site. All six sites can be reached, and therefore

$$24=6\times4 .$$

The four rotations that fix the site of the lost ligand are also the rotations of the square pyramid left behind. This coincidence of the two groups makes $\sigma_6/\sigma_5$ equal to the number of ligands.

Labels give the same result by counting. Take one metal atom and six distinguishable ligands, and neglect any effect of the labels on masses and energies. The $6!$ placements on the octahedron fall into sets of 24 related by rotation, giving $6!/24=30$ distinct molecules. After dissociation there are 6 choices for the free ligand and $5!/4=30$ pyramids for each, or 180 arrangements. With all labels different, every symmetry number is 1 and all arrangements of one kind have equal weight. The dissociated side therefore gains the factor $180/30=6$.

A trigonal bipyramid has six proper rotations: the identity, two turns by $\pm120^\circ$, and three half-turns. Five labelled ligands now have $5!/6=20$ arrangements, and

$$S_{\rm tbp}=\frac{6\times20}{30}=\frac{24}{6}=4 .$$

Six carbonyls can still leave, but the relaxed product has fewer distinct arrangements. The equilibrium factor depends on the final structure, and here it is not the ligand count. The bipyramid serves here as a geometric comparison. For a $d^6$ metal such as chromium, a simple ligand-field picture splits its $d$ levels into a pair, a second pair and a single level, and six electrons leave the second pair half filled. The assumed non-degenerate electronic state then cannot be taken for granted, and any electronic degeneracy would enter as a separate factor.

## Part (e): one tagged ligand, and the rate

**Question.** One carbonyl is tagged without a significant change of mass. Find the statistical factor for each kind of loss, with the pyramidal geometry retained. Then find the factor in a transition-state rate when one M–C bond stretches along its axis.

**Answer.** The tag leaves the octahedron with the four rotations about its own axis, so the reactant has $\sigma=4$.

- Loss of the tagged ligand leaves an untagged pyramid with $\sigma=4$. The factor is $4/4=1$.
- Loss of the ligand trans to the tag leaves the tag at the apex, and $\sigma=4$. The factor is $4/4=1$.
- Loss of a cis ligand leaves the tag in the base, and $\sigma=1$. The factor is $4/1=4$.

These are the numbers of tagged, trans and cis sites, and their sum is 6. The tag distributes the original factor among distinguishable products.

In the untagged complex, stretching one M–C bond along its axis leaves four rotations. The transition state has $\sigma^\ddagger=4$, and the rate contains $\sigma_6/\sigma^\ddagger=24/4=6$ equivalent paths. This number belongs to the transition state. It would still be 6 if the product later relaxed to a trigonal bipyramid, although the equilibrium factor would then be 4. The reverse rate would carry the difference: with $\sigma=6$ for the bipyramid its factor would be $6\times1/4=1.5$, and $6/1.5=4$. A fractional factor is not a count of equivalent paths. The four rotations of the transition state are not a subgroup of the six of the bipyramid, so the path must lose its fourfold symmetry before it reaches that product.

## Part (f): numbers and limits

**Question.** Evaluate the rotational factors for a model complex with metal mass 52 u, C and O masses 12 u and 16 u, M–C distance 1.90 Å, C–O distance 1.15 Å and $kT=0.040$ eV. The pyramid keeps the bond lengths and angles of the octahedron. Separate the statistical factor from the effect of the moments of inertia, and say when the factor fails.

**Answer.** The oxygen atoms lie $1.90+1.15=3.05$ Å from the metal. Four carbonyls lie off any chosen ligand axis, so

$$I_6=4\,(12\times1.90^2+16\times3.05^2)=768.64\ \text{u Å}^2 .$$

Removing a ligand on the axis does not change the moment about that axis, so $C_5=B_6=2.719\times10^{-6}$ eV. The moment across the axis falls to 549.78 u Å$^2$, measured from the new centre of mass, and $B_5=3.802\times10^{-6}$ eV. For CO, $B_{\rm CO}=2.305\times10^{-4}$ eV.

Summing the permitted levels gives $q_6=1.318\times10^5$, $q_5=5.655\times10^5$ and $q_{\rm CO}=173.9$. The classical expressions of part (b) agree with the sums to about 0.002% for the two complexes and 0.2% for CO, relative to the sums. The rotational ratios are

$$\frac{q_5q_{\rm CO}}{q_6}=746.3,\qquad
\frac{q_5^{\rm all}q_{\rm CO}}{q_6^{\rm all}}=124.4,\qquad
\frac{746.3}{124.4}=6.00 .$$

The value 124.4 is not statistical. The classical formulas, with $C_5=B_6$, give $q_5^{\rm all}/q_6^{\rm all}=B_6/B_5=0.7153$, and the new CO rotor supplies the factor 173.9. Their product is 124.4. Six is thus one factor in the rotational contribution, not the whole of it.

The statistical part of the free energy is

$$-kT\ln6=-0.040\times1.792=-0.0717\ \text{eV}\quad(-6.9\ \text{kJ/mol}),$$

and the entropy gain is $k\ln6=1.54\times10^{-4}$ eV/K (14.9 J/(mol K)). If the partition functions already contain the symmetry numbers, a further factor of 6 for the choice of ligand counts that choice twice and gives 36.

The result needs $kT$ well above the rotational constants of the two complexes. The constant of CO does not affect the factor, because no CO level is excluded. In the rigid-rotor model with totally symmetric vibronic states, the ratio of restricted to unrestricted sums gives 1.55 at $kT=B_6$, 5.95 at $10B_6$ and 6.00 at $100B_6$. As $kT\to0$ only $J=0$ survives. That state is permitted in both complexes, so the factor tends to 1. The working value of $kT$ is about $1.5\times10^4B_6$, far inside the classical regime.

A second condition concerns structure. If the pentacarbonyl moves freely between different shapes at the given temperature, a single rigid framework no longer describes it, and its large-amplitude motion must be treated explicitly. If it has separate pyramidal and bipyramidal minima, their partition functions are added, each with its own symmetry number and energy. The level sums and labelled counts are in the numerical output below.

## Computed values

```
metal mass = 52.0 u
carbon mass, oxygen mass = 12.0, 16.0 u
M-C distance = 1.90 angstrom
C-O distance = 1.15 angstrom
kT = 0.040 eV (temperature 464.2 K)
sigma, octahedral M(CO)6 = 24 (pure number)
sigma, square-pyramidal M(CO)5 = 4 (pure number)
sigma, CO = 1 (pure number)
statistical factor = 6 (pure number)
sites reached from one site = 6 (count)
rotations fixing one site = 4 (count)
labelled octahedra = 30 (count)
labelled square pyramids, five given labels = 30 (count)
all labelled pyramid products = 180 (count)
factor from labels = 6 (pure number)
sigma, trigonal bipyramid = 6 (pure number)
labelled trigonal bipyramids = 20 (count)
factor, bipyramid = 4 (pure number)
sigma, one CO tagged in M(CO)6 = 4 (pure number)
factor, loss of tagged CO = 1 (pure number)
factor, loss of trans CO = 1 (pure number)
factor, loss of cis CO = 4 (pure number)
sigma, one M-C bond stretched = 4 (pure number)
moment of inertia, M(CO)6 = 768.64 u angstrom^2
M(CO)5 moment across axis = 549.78 u angstrom^2
M(CO)5 moment about axis = 768.64 u angstrom^2
moment of inertia, CO = 9.069 u angstrom^2
rotational constant, M(CO)6 = 2.7192e-06 eV
M(CO)5 constant across axis = 3.8017e-06 eV
M(CO)5 constant about axis = 2.7192e-06 eV
rotational constant, CO = 2.3048e-04 eV
invariant states of M(CO)6, J = 0 to 12 (counts): 1 0 0 0 1 0 1 0 1 1 1 0 2
q M(CO)6, allowed levels = 131765.4 (pure number)
q M(CO)6, all levels = 3162368.9 (pure number)
q M(CO)6, classical = 131763.1 (pure number)
q M(CO)5, allowed levels = 565482.8 (pure number)
q M(CO)5, all levels = 2261931.2 (pure number)
q M(CO)5, classical = 565471.1 (pure number)
q CO, level sum = 173.888 (pure number)
q CO, classical = 173.555 (pure number)
q5*qCO/q6, allowed levels = 746.26 (pure number)
q5*qCO/q6, all levels = 124.38 (pure number)
factor from level sums = 6.000000 (pure number)
factor at kT = 1 B of M(CO)6: 1.5482 (pure number)
factor at kT = 10 B of M(CO)6: 5.9469 (pure number)
factor at kT = 100 B of M(CO)6: 6.0000 (pure number)
free-energy shift = -0.07167 eV (-6.915 kJ/mol)
entropy shift = 1.5440e-04 eV/K (14.898 J/(mol K))
factor if six is counted twice = 36 (pure number)
```
